# Coulomb energy of an l^N shell from unit tensor operators

Let $N$ electrons occupy one shell of orbital angular momentum $l$, all with the same radial function $R(r)$. Their mutual repulsion has the dimension of $e^2/4\pi\varepsilon_0$ divided by a length, and the only lengths available are those contained in $R$. Because every orbital is the same $R$ times a spherical harmonic, each matrix element of the repulsion within the shell is a sum of radial integrals, which carry the dimension, multiplied by pure numbers that depend on the angular states.

Rotational symmetry fixes the form of the angular part. The operators on the $2l+1$ orbitals of one electron form a space of $(2l+1)^2$ matrices, which contains one spherical tensor of each rank $k=0,1,\dots,2l$, up to a factor. Call it $u^k$. The repulsion of a pair does not change when both electrons are rotated together, and it does not act on spin. It must then be a combination of the scalars $u^k(i)\cdot u^k(j)$, since tensors of unequal rank cannot form a scalar. Summed over pairs, such products amount to half the square of the total tensor $U^k=\sum_i u^k(i)$, less the terms in which an electron is paired with itself. What remains is to find the coefficient of each rank and the value of the self term. The result will be

$$
H=\sum_{k=0,2,\dots}^{2l}F^k f_k,\qquad
f_k=\tfrac12\langle l\|C^k\|l\rangle^2\left[U^k\cdot U^k-\frac{N}{2l+1}\right].
$$

Here $H$ is the repulsion within the configuration $l^N$. Kinetic energy, the core, spin–orbit coupling and mixing with other configurations are left out.

Two conventions fix the signs and factors. The scalar product is $A\cdot B=\sum_q(-1)^qA_qB_{-q}$, and reduced elements are defined by

$$
\langle lm|T^k_q|lm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}\langle l\|T^k\|l\rangle .
$$

The unit tensor is normalised by $\langle l\|u^k\|l\rangle=1$.

For two electrons whose directions enclose the angle $\omega$, the generating function of the Legendre polynomials gives

$$
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\omega),
$$

where $r_<$ and $r_>$ are the smaller and the larger of $r_1$ and $r_2$. The addition theorem reads $P_k(\cos\omega)=\frac{4\pi}{2k+1}\sum_qY_{kq}^*(1)Y_{kq}(2)$. With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $Y^*_{kq}=(-1)^qY_{k,-q}$ this becomes $P_k(\cos\omega)=C^k(1)\cdot C^k(2)$. Since all orbitals share the same $R$, every matrix element within the shell contains the same radial factor,

$$
F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2 ,
$$

and the angular operator that multiplies it is $f_k=\sum_{i<j}C^k(i)\cdot C^k(j)$. If $R$ differed between orbitals or spins, this factor could not be taken out, and the form above would fail.

The reduced element of $C^k$ follows from the integral of three spherical harmonics,

$$
\langle lm|C^k_q|lm'\rangle=(-1)^m(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}.
$$

Because $(-1)^m=(-1)^{l-m}(-1)^l$, comparison with the definition gives

$$
\langle l\|C^k\|l\rangle=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.
$$

Exchanging the outer columns of this 3j symbol multiplies it by $(-1)^{2l+k}$ but leaves it looking the same, so it vanishes for odd $k$. The triangle rule removes $k>2l$. Within the shell we may thus replace $C^k(i)$ by $\langle l\|C^k\|l\rangle\,u^k(i)$. In a product for two different electrons this is safe, because each factor acts on its own electron and is restricted to the shell separately. Hence

$$
f_k=\langle l\|C^k\|l\rangle^2\sum_{i<j}u^k(i)\cdot u^k(j).
$$

Now expand the square of the total tensor:

$$
U^k\cdot U^k=\sum_iu^k(i)\cdot u^k(i)+\sum_{i<j}\left[u^k(i)\cdot u^k(j)+u^k(j)\cdot u^k(i)\right].
$$

Operators of different electrons commute, and replacing $q$ by $-q$ in the sum shows that the two terms in the bracket are equal. Therefore

$$
\sum_{i<j}u^k(i)\cdot u^k(j)=\tfrac12\Big[U^k\cdot U^k-\sum_iu^k(i)\cdot u^k(i)\Big].
$$

The self term requires the adjoint of $u^k_q$. Reversing all lower signs of a 3j symbol and exchanging its outer columns each give $(-1)^{2l+k}$, and together they give no sign:

$$
\begin{pmatrix}l&k&l\\-m''&-q&m'\end{pmatrix}=\begin{pmatrix}l&k&l\\-m'&q&m''\end{pmatrix}.
$$

The symbol is nonzero only for $q=m'-m''$, so that $(-1)^q(-1)^{l-m''}=(-1)^{l-m'}$. It follows that $(-1)^q\langle m''|u^k_{-q}|m'\rangle=\langle m'|u^k_q|m''\rangle$. These elements are real, so $(-1)^qu^k_{-q}=(u^k_q)^\dagger$. Then

$$
\langle m|u^k\cdot u^k|m'\rangle=\sum_{qm''}\langle m|u^k_q|m''\rangle\langle m'|u^k_q|m''\rangle=\frac{\delta_{mm'}}{2l+1}.
$$

The last step is the orthogonality of the 3j symbols, and the phase $(-1)^{2l-m-m'}$ is $+1$ when $m=m'$. Each electron contributes $1/(2l+1)$, which gives the stated formula.

The self term must be formed with the same restricted operator that appears in $U^k$. The full function obeys $C^k(i)\cdot C^k(i)=P_k(1)=1$, whereas the restricted one gives $\langle l\|C^k\|l\rangle^2/(2l+1)$, which is $0.286$ for a d shell with $k=2$. The difference consists of excursions of the electron out of the shell and back. They are absent from $U^k\cdot U^k$ and must not be subtracted from it.

For $k=0$ we have $C^0_0=1$, hence $\langle l\|C^0\|l\rangle^2=2l+1$ and $u^0_0=1/\sqrt{2l+1}$. Then $U^0\cdot U^0=N^2/(2l+1)$ and $f_0=N(N-1)/2$, the number of pairs. For $k>0$ the adjoint relation gives $U^k\cdot U^k=\sum_q(U^k_q)^\dagger U^k_q$, which cannot be negative. For even $k$ it is, up to the factor $\langle l\|C^k\|l\rangle^2$, the square of the angular $2^k$-pole moment restricted to the shell. Its mean value includes the quantum fluctuations among states of the shell, but not the excursions out of it. A state in which the electrons' moments cancel well has a low repulsion in that channel. Spin does not appear in the operator; it affects the energy through the antisymmetry of the states.

To evaluate the square between terms of given $L$ and $S$, insert a complete set of states of $l^N$. Since $U^k$ leaves spin alone, $S$ does not change. With $\alpha$ distinguishing repeated terms,

$$
\langle\alpha L|U^k\cdot U^k|\alpha'L\rangle=\frac1{2L+1}\sum_{\alpha''L''}\langle\alpha L\|U^k\|\alpha''L''\rangle\langle\alpha'L\|U^k\|\alpha''L''\rangle^* .
$$

The factor $1/(2L+1)$ is again 3j orthogonality, applied to the sum over $q$ and $M''$. A term that occurs once has its energy from the diagonal element alone. If it occurs more than once, the formula supplies a matrix in $\alpha,\alpha'$, which must be diagonalized.

For two electrons the matrix element can be found directly by recoupling. In the coupled state $|LM\rangle$ the amplitude of $|m_1m_2\rangle$ is proportional to the 3j symbol with lower row $(m_1,m_2,-M)$. Acting with $u^k(1)\cdot u^k(2)$ turns this symbol into

$$
\begin{aligned}
T={}&\sum_{qm_1'm_2'}(-1)^{q-m_1-m_2}\begin{pmatrix}l&k&l\\-m_1&q&m_1'\end{pmatrix}\\
&\times\begin{pmatrix}l&k&l\\-m_2&-q&m_2'\end{pmatrix}\begin{pmatrix}l&l&L\\m_1'&m_2'&-M\end{pmatrix}.
\end{aligned}
$$

Reversing the signs in the first symbol and permuting its columns cyclically gives $(-1)^k$ times the symbol $(l\,l\,k;\,-m_1'\;m_1\;{-q})$. Reversing the signs in the second and exchanging its last two columns gives $(l\,l\,k;\,m_2\;{-m_2'}\;q)$ with no sign. The sum now has the form that defines the 6j symbol,

$$
\begin{aligned}
&\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}j_1&l_2&l_3\\n_1&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&n_2&\mu_3\end{pmatrix}\\
&\quad\times\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&n_3\end{pmatrix}
=\begin{pmatrix}j_1&j_2&j_3\\n_1&n_2&n_3\end{pmatrix}\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix},
\end{aligned}
$$

with $j_1=j_2=l_1=l_2=l$, $j_3=L$, $l_3=k$, $\mu_1=m_1'$, $\mu_2=-m_2'$, $\mu_3=-q$, and $(n_1,n_2,n_3)=(m_2,m_1,-M)$. Since $m_1'=m_1-q$ and $m_2'=m_2+q$, both phases equal $(-1)^{k+q+m_1+m_2}$. The resulting 3j symbol has $m_1$ and $m_2$ interchanged, and restoring their order gives $(-1)^{2l+L}=(-1)^L$. Thus

$$
f_k(l^2,L)=(-1)^L\langle l\|C^k\|l\rangle^2\begin{Bmatrix}l&l&L\\l&l&k\end{Bmatrix}.
$$

For $L=0$ and even $k$ the 6j symbol is $1/(2l+1)$. In a d shell the squared reduced elements for $k=2$ and $k=4$ are both $1.4286$, so the $^1S$ term has $f_2=f_4=1.4286/5=0.2857$. For $^3F$ the formula gives $f_2=-0.1633$ and $f_4=-0.0204$.

A filled shell is a single state with $L=0$. For $k>0$, $U^k$ acting on it would produce a state of angular momentum $k$ in the same configuration, and there is none. The square vanishes, and with $N=4l+2$ we get $f_k=-\langle l\|C^k\|l\rangle^2$. This negative value is an exchange contribution: the charge density of a filled shell is spherical and has no $2^k$-pole moment of its own.

A shell with $N$ holes is closely related to one with $N$ electrons. Let $a_m^\dagger$ create an electron in orbital $m$ with a given spin, and define hole operators by $b_m^\dagger=(-1)^{l-m}a_{-m}$ for each spin. The trace of $u^k_q$ is zero for $k>0$, so reordering the operators leaves no constant:

$$
U^k_q=\sum_{mm'}\langle m'|u^k_q|m\rangle a_{m'}^\dagger a_m=-\sum_{mm'}\langle m'|u^k_q|m\rangle a_ma_{m'}^\dagger ,
$$

with a sum over spin understood. Insert $a_m=(-1)^{l+m}b^\dagger_{-m}$ and the adjoint relation for $a_{m'}^\dagger$, then rename $-m\to m$ and $-m'\to m'$. The coefficient of $b_m^\dagger b_{m'}$ is $-(-1)^{m+m'}\langle-m'|u^k_q|-m\rangle$. Exchanging the outer columns of the 3j symbol shows that $\langle-m'|u^k_q|-m\rangle=(-1)^{k+m+m'}\langle m|u^k_q|m'\rangle$. The coefficient is therefore $-(-1)^k\langle m|u^k_q|m'\rangle$. For even $k$ the tensor changes sign and its square does not, so that corresponding states differ only through the self term:

$$
f_k(l^{4l+2-N})-f_k(l^N)=-\langle l\|C^k\|l\rangle^2\,\frac{2l+1-N}{2l+1}\qquad(k>0).
$$

From $d^3$ to $d^7$ the shift is $-1.4286\times2/5=-0.5714$ for both ranks. It is the same for all terms, so with equal Slater integrals the two configurations have the same term separations.

Consider now a model $d^3$ shell with the chosen parameters $F^0=20$ eV, $F^2=10$ eV and $F^4=6$ eV. Its $^4F$ state of highest weight is the single determinant with $m=2,1,0$ and all spins up. For a determinant $|D\rangle$, $U^k_q|D\rangle$ consists of $|D\rangle$ itself, multiplied by the sum of the diagonal elements, and of determinants in which one electron has moved from an occupied orbital $a$ to an empty orbital $b$ of the same spin. These are mutually orthogonal. Diagonal elements occur for $q=0$ only, and each move belongs to one value of $q$. Summing the squared norms over $q$ gives

$$
\langle D|U^k\cdot U^k|D\rangle=\Big(\sum_{a}^{\rm occ}u^k_{aa}\Big)^2+\sum_{a}^{\rm occ}\sum_b^{\rm empty}|u^k_{ba}|^2 .
$$

For $k=2$ the diagonal elements at $m=2,1,0$ are $0.2390$, $-0.1195$ and $-0.2390$. Their sum is $-0.1195$, with square $0.0143$. The allowed moves $1\to-1$, $0\to-1$ and $0\to-2$ contribute $0.0857+0.0143+0.0571=0.1571$. The total is $0.1714$, and

$$
f_2(^4F)=\tfrac12(1.4286)(0.1714-0.6)=-0.3061 .
$$

For $k=4$ the squared diagonal sum is again $0.0143$ and the moves give $0.3571$, so $U^4\cdot U^4=0.3714$ and $f_4=-0.1633$. The energy is

$$
E(^4F)=3(20)-0.3061(10)-0.1633(6)=55.96\ \text{eV}.
$$

The sum over intermediate terms gives the same squares. The quartets of $d^3$ are $^4F$ and $^4P$. For $k=2$ the squared reduced elements from $^4F$ to $^4F$ and to $^4P$ are $0.24$ and $0.96$, and $(0.24+0.96)/7=0.1714$. For $k=4$ they are $2.20$ and $0.40$, and $(2.20+0.40)/7=0.3714$. The element $0.40$ also settles $^4P$: a tensor of rank 4 cannot connect $P$ to $P$, so its $U^4\cdot U^4$ is $0.40/3=0.1333$ and $f_4=-0.3333$. Its $U^2\cdot U^2$ is $0.6$, equal to the self term, so $f_2=0$. The energy is $60-0.3333(6)=58.00$ eV, which lies $2.04$ eV above $^4F$.

The terms that occur once are as follows.

| Term | $f_2$ | $f_4$ | $E$ (eV) |
|---|---:|---:|---:|
| $^4F$ | −0.3061 | −0.1633 | 55.96 |
| $^2G$ | −0.2245 | 0.0295 | 57.93 |
| $^4P$ | 0.0000 | −0.3333 | 58.00 |
| $^2H$ | −0.1224 | −0.0272 | 58.61 |
| $^2P$ | −0.1224 | −0.0272 | 58.61 |
| $^2F$ | 0.1837 | −0.1973 | 60.65 |

With these parameters $^4F$ is lowest, but $^2G$ lies slightly below $^4P$. That order depends on the ratio $F^4/F^2$, here $0.6$. The two terms cross at $0.2245/(0.0295+0.3333)=0.619$, and above that value $^4P$ is the lower. A hydrogenic $3d$ function has the ratio $0.652$, so the order is not a general property of $d^3$. The terms $^2H$ and $^2P$ agree in both coefficients and so coincide for any $F^2$ and $F^4$. Rotational symmetry alone does not require this; it is a computed result here, not a derived one.

The term $^2D$ occurs twice. In the basis that makes $U^2\cdot U^2$ diagonal, with values $0.3459$ and $1.1398$, the matrix of $U^4\cdot U^4$ has diagonal elements $0.7980$ and $0.4210$ and an off-diagonal element of magnitude $0.2199$. The first diagonal energy is

$$
60+\tfrac12(1.4286)\left[10(0.3459-0.6)+6(0.7980-0.6)\right]=59.03\ \text{eV}.
$$

The second, found in the same way, is $63.09$ eV, and the coupling is $\tfrac12(1.4286)(6)(0.2199)=0.94$ eV. The eigenvalues are

$$
E(^2D)=\frac{59.03+63.09}{2}\pm\sqrt{\left(\frac{63.09-59.03}{2}\right)^2+0.94^2},
$$

that is, $58.83$ and $63.30$ eV when the unrounded matrix elements are used. Dropping the coupling in this basis would shift each level by $0.21$ eV relative to the diagonalized values. The size of that error depends on the basis: in the seniority basis the coupling is $1.87$ eV and the shift is $1.01$ eV. The two squares do not commute in this space, so no choice of basis makes $f_2$ and $f_4$ diagonal together, and the mixture of the two $^2D$ states depends on the ratio $F^4/F^2$.

The numerical check tests the operator formula for every $N$ in the p and d shells against direct angular integration of $1/|\mathbf r_1-\mathbf r_2|$ at one pair of fixed radii, without the multipole expansion. It also checks the complete $d^3$ spectrum by diagonalizing all 120 states. These tests concern the algebra within one shell. In a real atom the best radial function can differ from term to term, and other configurations mix in; a single set of $F^k$ then need not describe all the terms.

## Values computed for the example and the checks

```
Largest deviation, 1/r12 quadrature vs formula (1/length unit):
  p shell, all N: 2.1e-14   d shell, all N: 5.7e-14
Squared reduced elements <d||C^k||d>^2 (dimensionless):
  k=0: 5.000000  k=2: 1.428571  k=4: 1.428571
d2 terms from the 6j formula: L, S, f_2, f_4 (dimensionless)
  L=0 S=0   0.285714  0.285714
  L=1 S=1   0.142857 -0.190476
  L=2 S=0  -0.061224  0.081633
  L=3 S=1  -0.163265 -0.020408
  L=4 S=0   0.081633  0.002268
k=2: closed shell d10 f_k = -1.428571; shift d3 to d7 = -0.571429
k=4: closed shell d10 f_k = -1.428571; shift d3 to d7 = -0.571429
d3 quartet F, determinant m = 2, 1, 0, all spin up (dimensionless):
 k=2 u_mm for m=2,1,0: 0.239046 -0.119523 -0.239046
  |u|^2 2>-1:0.000000 2>-2:0.000000 1>-1:0.085714 1>-2:0.000000 0>-1:0.014286 0>-2:0.057143
  (sum u_mm)^2 = 0.014286, sum |u|^2 = 0.157143, U.U = 0.171429
  <F||U||F>^2 = 0.240000, <P||U||F>^2 = 0.960000
 k=4 u_mm for m=2,1,0: 0.039841 -0.159364 0.239046
  |u|^2 2>-1:0.055556 2>-2:0.111111 1>-1:0.063492 1>-2:0.055556 0>-1:0.047619 0>-2:0.023810
  (sum u_mm)^2 = 0.014286, sum |u|^2 = 0.357143, U.U = 0.371429
  <F||U||F>^2 = 2.200000, <P||U||F>^2 = 0.400000
Model Slater integrals (eV): F0 = 20.0, F2 = 10.0, F4 = 6.0
d3 terms: U2.U2, U4.U4, f_2, f_4 (dimensionless), energy (eV)
  4F 0.171429 0.371429 -0.306122 -0.163265 55.9592
  4P 0.600000 0.133333  0.000000 -0.333333 58.0000
  2H 0.428571 0.561905 -0.122449 -0.027211 58.6122
  2G 0.285714 0.641270 -0.224490  0.029478 57.9320
  2F 0.857143 0.323810  0.183673 -0.197279 60.6531
  2D twice; basis in which U2.U2 is diagonal:
    U2.U2 diagonal: 0.345930, 1.139784
    U4.U4 diagonal: 0.798047, 0.421001; |off-diagonal|: 0.219907
    H diagonal (eV): 59.0340, 63.0885; |off-diagonal|: 0.9425
    energies (eV): 58.8256, 63.2968
    error if off-diagonal is dropped (eV): 0.2084
  2P 0.428571 0.561905 -0.122449 -0.027211 58.6122
Number of d3 states checked by direct diagonalization: 120
Gap 4P - 4F (eV): 2.0408
```
